# Mean-height subtraction in damped models of ion-beam ripples

## A flat surface that stops eroding

Take a perfectly flat surface under a uniform ion beam. Let \(h\) be its height, positive out of the solid, and let the beam remove material at constant speed \(v_0\). Suppose that a damping term \(-\alpha h\), with \(\alpha>0\), has been added to the height equation to keep ripples under control. With no ripples present, the equation is

\[
\frac{dh}{dt}=-v_0-\alpha h ,\qquad h(0)=0 .
\]

Its solution is

\[
h(t)=-\frac{v_0}{\alpha}\left(1-e^{-\alpha t}\right).
\]

Differentiation confirms it: the left side is \(-v_0e^{-\alpha t}\), and the right side is \(-v_0+v_0(1-e^{-\alpha t})\), which is the same. The surface stops at depth \(v_0/\alpha\) although the beam is still on. For \(v_0=0.9374\) nm/s and \(\alpha=0.012\) s\(^{-1}\), it stops at 78 nm.

There was no ripple to damp. The term acted on the distance from an arbitrary zero of height. If the damping acts instead on \(h-\bar h\), where \(\bar h\) is the spatial mean, it vanishes on a flat surface, and \(h=-v_0t\) as it should.

## The model and the symmetry

For a rippled surface we use one lateral coordinate \(x\), along the ripple wave vector, and a periodic length \(L\). The undamped velocity is

\[
N[h]=-v_0-\nu h_{xx}-K h_{xxxx}+\frac{\lambda}{2}h_x^2 ,
\]

where subscripts denote derivatives and \(\nu,K>0\). The \(\nu\) term roughens the surface, because crests (\(h_{xx}<0\)) erode more slowly than troughs. The \(K\) term smooths short waves. The \(\lambda\) term describes the dependence of erosion speed on slope; for \(\lambda<0\) tilted parts erode faster. At oblique incidence there is also a term \(\gamma h_x\), which a frame moving along the surface removes.

The two damped laws are

\[
\text{local:}\quad h_t=N[h]-\alpha h,
\qquad
\text{subtracted:}\quad h_t=N[h]-\alpha(h-\bar h),
\]

\[
\bar h(t)=\frac1L\int_0^L h(x,t)\,dx .
\]

Now raise the whole surface by a constant \(c\). Every derivative of \(c\) is zero, so \(N[h+c]=N[h]\). This expresses a physical fact about a uniform solid in a uniform beam: the sputtering rate does not depend on where the height scale has its zero. The local damping term gives

\[
-\alpha(h+c)=-\alpha h-\alpha c ,
\]

so the surface velocity changes by \(-\alpha c\). In the subtracted law the mean shifts too, \(\overline{h+c}=\bar h+c\), and

\[
-\alpha\left[(h+c)-(\bar h+c)\right]=-\alpha(h-\bar h).
\]

The shift has dropped out. For \(c=50\) nm the local law changes the velocity by \(-0.012\times50=-0.6\) nm/s, which is comparable with the erosion speed itself. The subtracted law changes it by nothing beyond rounding.

The local law forgets a shift at a definite rate. If \(h\) solves it, so does \(h+ce^{-\alpha t}\): the added part contributes \(-\alpha ce^{-\alpha t}\) to both sides and leaves \(N\) alone. An initial offset of 50 nm is therefore reduced to \(50\,e^{-1.2}=15.06\) nm after 100 s, as the numerical solution also shows. Two identical surfaces mounted at different heights would approach each other. In the subtracted law they stay 50 nm apart.

## What happens to each ripple mode

Consider a small wave \(h=\varepsilon e^{ikx}\) on the flat surface, with \(k=2\pi m/L\) and \(m\) a nonzero integer. Its mean is

\[
\frac{\varepsilon}{L}\int_0^L e^{ikx}dx=\varepsilon\,\frac{e^{ikL}-1}{ikL}=0,
\]

because \(kL=2\pi m\). Subtracting the mean thus leaves the wave untouched, and the damping term acts on it with its full strength. Since \(\partial_x^2\to-k^2\) and \(\partial_x^4\to k^4\), and the slope term is of second order in \(\varepsilon\), both laws give

\[
\sigma(k)=-\alpha+\nu k^2-Kk^4,\qquad k\neq0 .
\]

They differ at \(k=0\). There the wave is a uniform shift, equal to its own mean, and the subtracted law gives \(\sigma(0)=0\), whereas the local law gives \(-\alpha\).

"Damping every nonuniform mode" means that each receives the contribution \(-\alpha\). It does not mean that each decays. Completing the square with \(k_m^2=\nu/(2K)\) gives

\[
\sigma(k)=\frac{\nu^2}{4K}-\alpha-K\left(k^2-k_m^2\right)^2 ,
\]

as expansion shows: the cross term is \(2Kk_m^2k^2=\nu k^2\), and \(-Kk_m^4=-\nu^2/(4K)\) cancels the first constant. The fastest wave has \(k=k_m\) and net rate

\[
\sigma_m=\alpha_c-\alpha,\qquad \alpha_c=\frac{\nu^2}{4K}.
\]

Small ripples near \(k_m\) grow for \(\alpha<\alpha_c\), and all small ripples die out for \(\alpha>\alpha_c\). The preferred wavelength does not depend on \(\alpha\), because the damping lowers all these rates equally.

## The full ripple profile is the same in both laws

The agreement is not confined to small ripples. Write \(h=\bar h+u\), so that \(u\) is the profile about the mean. Shift invariance of \(N\) gives \(N[h]=N[u]\). Averaging each law over \(x\), with \(\bar u=0\), yields

\[
\text{local:}\quad \bar h_t=\overline{N[u]}-\alpha\bar h,
\qquad
\text{subtracted:}\quad \bar h_t=\overline{N[u]}.
\]

Subtract each mean equation from its full equation. In the local case

\[
u_t=N[u]-\alpha(\bar h+u)-\overline{N[u]}+\alpha\bar h
=N[u]-\overline{N[u]}-\alpha u .
\]

In the subtracted case \(h-\bar h=u\), and the same result follows at once. The profile obeys one closed equation in which \(\bar h\) does not appear. Equal initial profiles therefore stay equal, provided the equation has a unique solution. The argument uses no property of \(N\) except shift invariance, so it holds equally for two lateral coordinates and for other gradient terms.

The practical meaning is that local damping does not spoil the computed ripple wavelength, shape or roughness in this class of models. It spoils the depth, and anything deduced from depth.

For the present \(N\), the averages of \(h_{xx}\) and \(h_{xxxx}\) vanish, since each is the integral of a derivative over a full period. The subtracted law gives

\[
\bar h_t=-v_0+\frac{\lambda}{2}\overline{h_x^2},
\]

while a steady profile under the local law ends at

\[
\bar h_\infty=\frac{1}{\alpha}\left(-v_0+\frac{\lambda}{2}\overline{h_x^2}\right).
\]

## How large: ripples on silicon

The setting is silicon under oblique argon ions near 1 keV. Rough typical values are a current density of 0.5 mA/cm\(^2\) through the surface plane and a yield of 1.5 atoms per ion. The current corresponds to \(3.12\times10^{15}\) ions cm\(^{-2}\) s\(^{-1}\). With \(4.994\times10^{22}\) atoms/cm\(^3\),

\[
v_0=\frac{3.12\times10^{15}\times1.5}{4.994\times10^{22}}\ \text{cm/s}
=0.937\ \text{nm/s}.
\]

The remaining coefficients are round model values: \(\nu=2\) nm\(^2\)/s, \(K=64\) nm\(^4\)/s, \(\lambda=-2\) nm/s and \(\alpha=0.012\) s\(^{-1}\). They give

\[
k_m=\sqrt{\frac{2}{128}}=0.125\ \text{nm}^{-1},\qquad
\frac{2\pi}{k_m}=50.3\ \text{nm},
\]

\[
\alpha_c=\frac{4}{256}=0.01562\ \text{s}^{-1},\qquad
\sigma_m=0.003625\ \text{s}^{-1}.
\]

A ripple amplitude thus grows by a factor \(e\) in about 276 s while it is small. The two laws were integrated separately for 3600 s from the same irregular surface of 0.1 nm rms height, in a box eight preferred wavelengths long.

Both runs end with eight ripples and an rms height of 1.018 nm. At no recorded time do their profiles differ by more than \(8.5\times10^{-8}\) nm. The depths are another matter. The subtracted law places the mean at \(-3415.8\) nm, the local law at \(-79.5\) nm. Over the last 600 s the first surface recedes at 0.954 nm/s and the second has practically stopped.

Both numbers follow from the mean equations. The final mean-square slope is 0.01649, so the velocity is \(-0.9374-0.0165=-0.9539\) nm/s, and division by 0.012 s\(^{-1}\) gives the local plateau of \(-79.49\) nm. Flat erosion for one hour would remove 3374.5 nm. The further 41 nm comes from the faster erosion of slopes. It is less than \(0.01649\times3600=59\) nm because the ripples needed part of the hour to grow.

## Why the ripple height is about one nanometre

Near threshold the saturated height can be found by hand. Keep the main wave and its second harmonic,

\[
u=A\cos kx+B\cos2kx,\qquad k=k_m,
\]

with \(B\) much smaller than \(A\). The main wave has slope \(-Ak\sin kx\), and its square feeds the harmonic:

\[
\frac{\lambda}{2}A^2k^2\sin^2kx=\frac{\lambda A^2k^2}{4}(1-\cos2kx).
\]

The constant part belongs to the mean height. In a steady state the \(\cos2kx\) part balances the linear rate \(\sigma_2=\sigma(2k_m)\):

\[
\sigma_2B-\frac{\lambda A^2k^2}{4}=0,
\qquad B=\frac{\lambda A^2k^2}{4\sigma_2}.
\]

The cross term in the squared slope acts back on the main wave:

\[
\frac{\lambda}{2}\,2\,(Ak\sin kx)(2Bk\sin2kx)
=\lambda ABk^2(\cos kx-\cos3kx).
\]

We drop the third harmonic at this order. The balance for \(\cos kx\) is \(\sigma_mA+\lambda ABk^2=0\). Inserting \(B\) and dividing by \(A\neq0\),

\[
\sigma_m=-\frac{\lambda^2A^2k^4}{4\sigma_2}
\quad\Rightarrow\quad
A^2=\frac{4|\sigma_2|\sigma_m}{\lambda^2k_m^4},
\]

where \(\sigma_2<0\). Here \(\sigma_2=-0.012+0.125-0.250=-0.137\) s\(^{-1}\), which gives \(A=1.43\) nm and \(B=0.12\) nm. The rms height is \(\sqrt{(A^2+B^2)/2}=1.01\) nm, within 1 % of the integrated value.

The formula shows what the damping does to the pattern: close to threshold the height falls as \(\sqrt{\alpha_c-\alpha}\). Since \(\lambda\) and \(\sigma_2\) are both negative, \(B\) is positive, so crests are sharper than troughs. Reversing the sign of \(\lambda\) would reverse this and leave \(A\) unchanged.

On the other side of the threshold, \(\alpha=0.020\) s\(^{-1}\) gives a preferred-wave rate of \(0.015625-0.020=-0.004375\) s\(^{-1}\), and the integrated subtracted law reproduces it. After 900 s the rms height has fallen from 0.1 nm to 0.0006 nm, while the mean has receded by 843.6 nm. Ripples can be damped without stopping erosion.

## Two repairs that fall short

**A receding origin.** One may measure height from a plane that moves with the flat erosion speed, using \(-\alpha(h+v_0t)\). With \(g=h+v_0t\), the mean obeys

\[
\bar g_t=\frac{\lambda}{2}\overline{h_x^2}-\alpha\bar g .
\]

A shift still leaves \(-\alpha c\), so the symmetry is still broken. For a steady ripple the mean is pinned at

\[
\bar g_\infty=\frac{\lambda\overline{h_x^2}}{2\alpha}
=-\frac{2\times0.01649}{0.024}=-1.37\ \text{nm}.
\]

The visible failure is much smaller, which makes it easier to overlook. The depth after one hour becomes \(3374.5+1.4=3375.9\) nm, about 40 nm or 1.2 % less than under the subtracted law. What is lost is the effect of the ripples on the erosion speed.

**A reference point on the surface.** Let \(R[h]\) be any reference height that is uniform in \(x\) and moves with the surface, \(R[h+c]=R[h]+c\). The term \(-\alpha(h-R)\) is then shift invariant. Invariance alone does not select the mean. Averaging gives

\[
\bar h_t=\overline{N[u]}+\alpha(R-\bar h),
\]

and subtracting this from the full equation cancels \(R\), so the profile is again the same. But the damping now moves the mean unless \(R=\bar h\). With \(R\) taken at a site that moves with the ripple frame and ends on a crest, the mean finishes about 45 nm too high after one hour in this run; other sites give errors between about \(-48\) and \(+53\) nm. At a site fixed in the laboratory the ripples may drift past, and the error then largely averages out: for \(\gamma=1\) nm/s it oscillates from site to site with a size of about \(\alpha A/(\gamma k_m)=0.14\) nm, where \(A\approx1.43\) nm is the ripple amplitude, and it stays below about 0.2 nm. The spatial mean is singled out by a second requirement: damping should redistribute height without adding or removing material on average.

## Where the subtracted law fails

The mean couples every point to the whole domain. As \(k\) tends to zero through nonzero values, \(\sigma(k)\) tends to \(-\alpha\), yet \(\sigma(0)=0\). A very broad undulation is damped at full strength although, seen locally, it is almost a uniform shift.

This matters when the beam is uneven. Let the erosion speed vary by an amplitude \(\delta v\) in a long wave of wave number \(k\). Such a beam is fixed in the laboratory, so at oblique incidence a moving frame no longer removes \(\gamma h_x\). We neglect that term here, which requires \(|\gamma|k\ll|\sigma(k)|\). While ripples are still negligible and the response is linear, the crater amplitude \(a\) then obeys \(a_t=\delta v+\sigma(k)a\), so from a flat start

\[
a(t)=\frac{\delta v}{|\sigma(k)|}\left(1-e^{-|\sigma(k)|t}\right),\qquad \sigma(k)<0 .
\]

For a 1 % variation across the 402 nm box, \(\delta v=0.0094\) nm/s and \(\sigma=-0.01152\) s\(^{-1}\). The amplitude after 600 s is 0.81 nm, in both the formula and the integration, for \(\gamma=0\). In so small a box the drift matters: \(\gamma=1\) nm/s would lower the amplitude to 0.48 nm. Developed ripples matter too: in integrations from eight irregular surfaces with \(\gamma=0\), the uneven beam changed this long wave by 0.43 to 0.75 nm after an hour, depending on the starting surface. For a much wider crater the linear formula has the limit \(\delta v/\alpha=0.78\) nm. Without damping, and for a crater so wide that both its slow roughening and the drift distance \(|\gamma|t\) can be neglected, the depth amplitude would reach \(0.0094\times3600=34\) nm in an hour. By this linear estimate, the model would hide a crater some forty times deeper than the one it predicts.

If both ripples and wide craters must be described, the global mean can be replaced by a local average,

\[
-\alpha\left(h-G*h\right),\qquad \int G\,dx=1,
\]

where \(G*h\) is the convolution with a Gaussian of standard deviation \(\ell\). A uniform shift passes through the average unchanged, so invariance holds, and the spatial mean of the term is zero. A wave is multiplied by \(e^{-k^2\ell^2/2}\) in the average, and its damping contribution becomes

\[
-\alpha\left(1-e^{-k^2\ell^2/2}\right).
\]

This tends to \(-\alpha\) for \(k\ell\gg1\) and to \(-\alpha\ell^2k^2/2\) for \(k\ell\ll1\). The rate now goes smoothly to zero. Waves with \(k\ell\ll1\) remain stable if \(\alpha\ell^2/2>\nu\). Just above this limit, waves about twice as long as the ripples can still grow, so \(\ell\) should be chosen well above it. With \(\ell=50.3\) nm the left side is 15 nm\(^2\)/s against \(\nu=2\) nm\(^2\)/s, and at the ripple wavelength \(k\ell=2\pi\), so the damping there is practically complete. A crater of 10 µm period then relaxes at about \(5\times10^{-6}\) s\(^{-1}\), which reduces its depth after an hour by about 1 %. These are linear estimates. In the nonlinear regime the number and height of the ripples can differ from those found above, because waves longer than the ripples are now damped less.

## Comparison with real surfaces

Ripple periods of tens of nanometres are in the usual range for keV argon ions on silicon, and the current density is within reach of broad-beam sources. One hour at this current is \(1.1\times10^{19}\) ions/cm\(^2\), a high dose. The coefficients \(\nu\), \(K\), \(\lambda\) and \(\alpha\) were chosen, not derived from collision physics. On silicon near room temperature the bombarded layer is amorphous, ripples appear only at fairly oblique incidence (beyond roughly 45° to 55°), and the displacement and flow of atoms that are not sputtered are thought to contribute strongly to the instability. Reading \(\nu\) as slower erosion of crests is therefore a feature of the model and is not shown to be the cause on silicon. In particular, \(\alpha\) is phenomenological; it is sometimes taken to represent redeposition, but that identification is not established here.

One important omission is dispersion, a term in \(h_{xxx}\) that makes ripples of different wavelength travel at different speeds. Taking its coefficient as \(v_0d^2\), with a rough ion depth \(d=3\) nm, gives a frequency \(v_0d^2k_m^3=0.0165\) rad/s, larger than \(\alpha\). Including it raises the final rms height from 1.02 to 1.26 nm, or by 24 %. The invariance argument survives, since the term contains only a derivative; separate integrations of the two laws with dispersion agreed in profile to within 0.002 nm.

Two other effects were only estimated. At oblique incidence the directions \(x\) and \(-x\) are not equivalent, so terms such as \(h_x^3\) and \(h_xh_{xx}\) are allowed. Compared with the kept terms \(h_x^2\) and \(h_{xx}\), they are smaller by one factor of the slope. The steepest slope is 0.186, so these corrections can reach about 19 % locally, if their coefficients are comparable with those kept. This compares the terms at a point; their effect on the final ripple height was not computed. For shot noise, let ions arrive independently on one ripple cell of area \(S=(50.3\ \text{nm})^2\), each removing \(Y=1.5\) atoms of volume \(\Omega\). Each lowers the cell by \(Y\Omega/S\), and \(v_0S/(Y\Omega)\) arrive per second, so the height variance grows at \(v_0Y\Omega/S\). With a memory time of order \(1/(2\sigma_m)\), the noise in the ripple amplitude is about 0.04 nm, or 4 % of the ripple rms. This leaves out the sideways wandering of the ripples, which no restoring rate limits and which therefore grows with time.

## What to do in practice

- **Test the law.** Add a constant to the height and compare surface velocities. For a uniform solid and beam, any difference is an error in the model.
- **Implement the mean correctly.** In a Fourier code, set the damping of the \(k=0\) coefficient to zero and keep it for all others. On an uneven grid, weight the mean by projected cell area; otherwise damping moves the true mean.
- **Rescue existing results.** If a run used local damping and \(N\) is shift invariant, keep its profiles. Recompute the mean height by integrating \(\overline{N[u]}\) over time; for the \(N\) used here this is \(-v_0+(\lambda/2)\overline{h_x^2}\).
- **Limit the domain.** Use the global mean on a patch small enough for the beam to be uniform, and take the wide crater from the map of local erosion speeds.

The rescue does not work when height has a physical meaning of its own, as when the beam reaches a buried layer with another yield. Then \(N\) itself depends on \(h\), the profile equation no longer closes without \(\bar h\), and a wrong depth changes the ripples too. Such a run must be repeated with the subtracted term, so that the layer is reached at the right time.

## Numbers as computed

```
ion current density: 0.5 mA/cm2
sputter yield: 1.5 atoms/ion
silicon atom density: 4.994e+22 1/cm3
flat erosion speed v0: 0.9374 nm/s
roughening coefficient nu: 2 nm2/s
smoothing coefficient K: 64 nm4/s
slope coefficient lambda: -2 nm/s
damping rate alpha: 0.012 1/s
threshold damping: 0.01562 1/s
preferred wave number: 0.125 1/nm
preferred wavelength: 50.27 nm
net rate at preferred wavelength: 0.003625 1/s
box length: 402.1 nm
net rate of longest wave in box: -0.01152 1/s
same wave without damping: 0.0004845 1/s
run time: 3600 s
initial rms height: 0.1 nm
uniform shift tested: 50 nm
velocity change by shift, local: -0.6 nm/s
largest change by shift, subtracted: 1.2e-13 nm/s
shift left after 100 s, local: 15.06 nm
shift left after 100 s, subtracted: 50 nm
largest profile difference of the two laws: 8.5e-08 nm
final rms height, subtracted: 1.018 nm
final rms height, local: 1.018 nm
final rms height, finer grid: 1.017 nm
ripples in box at end: 8 (count)
final mean-square slope: 0.01649 (no unit)
final mean height, subtracted: -3415.8 nm
final mean height, local: -79.49 nm
predicted local plateau: -79.49 nm
flat erosion depth v0 t: 3374.5 nm
erosion speed in last 600 s, subtracted: 0.9539 nm/s
erosion speed in last 600 s, local: 6.4e-08 nm/s
pinned mean, receding origin: -1.374 nm
predicted pinned mean: -1.374 nm
spurious mean motion, crest-site reference: 44.22 nm
predicted spurious mean motion: 44.22 nm
strong damping rate: 0.02 1/s
measured ripple rate, strong damping: -0.004375 1/s
predicted ripple rate, strong damping: -0.004375 1/s
rms height after 900 s, strong damping: 0.0005659 nm
mean height after 900 s, strong damping: -843.6 nm
assumed ion depth: 3 nm
dispersion frequency estimate: 0.01648 rad/s
final rms height with dispersion: 1.26 nm
largest final slope: 0.1857 (no unit)
slope squared, size of next corrections: 0.03449 (no unit)
shot-noise height estimate: 0.0392 nm
crater amplitude at 600 s, 1 % uneven beam: 0.8129 nm
predicted crater amplitude at 600 s: 0.8132 nm
wide-crater limit with damping: 0.7811 nm
wide crater after run without damping: 33.74 nm
```
